# Soft Oxide Breakdown, Drive Current and the Loss of Logic Level: a numerical check

```python
"""Soft oxide breakdown and the logic level of a static CMOS node.

Result under test: a node held high loses no more than the allowed loss D
if and only if path_current(VDD-D) <= pull_up_current(D).
The soft path obeys I1*(V/VDD)**p; a hard path is ohmic.
Transistor law: gradual channel with v = mu*E/(1+E/Ec), VL = Ec*L,
beta = mu*Cox*W/L, and overdrive Vo = gate drive minus threshold.
Working units: V, uA, um, fF, ns; mobility cm2/Vs; velocity cm/s.
All device parameters are rough typical values for low-voltage silicon logic.
"""
from collections import namedtuple
import numpy as np
from scipy.constants import Boltzmann, elementary_charge, epsilon_0
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

Transistor = namedtuple("Transistor", "mobility vsat width length threshold")
VDD = 1.0
ALLOWED = 0.10
OXIDE_NM = 2.0
COX = 3.9 * epsilon_0 / (OXIDE_NM * 1e-9)       # F/m2
SLOPE_FACTOR = 1.4
CHANNEL_MODULATION = 0.2                         # 1/V
ROOM = 300.0
HOT = 373.15
NMOS = Transistor(200.0, 1.0e7, 0.20, 0.05, 0.30)
PMOS = Transistor(70.0, 8.0e6, 0.40, 0.05, 0.30)
SOFT_STRENGTH = 3.0
SOFT_POWER = 4.0
NODE_CAPACITANCE = 2.0


def beta(device):
    return device.mobility * 1e-4 * COX * device.width / device.length * 1e6


def velocity_voltage(device):
    return device.vsat * device.length * 1e-4 / device.mobility


def triode_current(device, overdrive, drain):
    numerator = overdrive * drain - drain**2 / 2
    return beta(device) * numerator / (1 + drain / velocity_voltage(device))


def saturation_voltage(device, overdrive):
    vl = velocity_voltage(device)
    return vl * (np.sqrt(1 + 2 * overdrive / vl) - 1)


def current(device, gate, drain, temperature=ROOM):
    """Smooth overdrive adds subthreshold current to the channel law."""
    scale = 2 * SLOPE_FACTOR * Boltzmann * temperature / elementary_charge
    overdrive = scale * np.logaddexp(0, (gate - device.threshold) / scale)
    clipped = min(drain, saturation_voltage(device, overdrive))
    base = triode_current(device, overdrive, clipped)
    return base * (1 + CHANNEL_MODULATION * (drain - clipped))


def soft_path(strength=SOFT_STRENGTH, power=SOFT_POWER):
    return lambda v: strength * (max(v, 0.0) / VDD)**power


def ohmic_path(resistance_kohm):
    return lambda v: 1000 * v / resistance_kohm


def no_path(v):
    return 0.0


def node_level(vin, drawn=no_path, pull_up=PMOS, pull_down=NMOS):
    """Inverter output at input vin, with an extra current drawn from it."""
    def net(v):
        return (current(pull_up, VDD - vin, VDD - v)
                - current(pull_down, vin, v) - drawn(v))
    if net(0.0) <= 0:
        return 0.0
    if net(VDD) >= 0:
        return VDD
    return brentq(net, 0.0, VDD, xtol=1e-13)


# Channel law: integrate the potential along the channel at fixed current.
overdrive_p = VDD - PMOS.threshold
drive_allowed = current(PMOS, VDD, ALLOWED)
critical_field = PMOS.vsat / PMOS.mobility * 100        # V/m
conductance_length = PMOS.mobility * 1e-4 * PMOS.width * 1e-6 * COX
current_si = drive_allowed * 1e-6


def channel_field(x, potential):
    available = conductance_length * (overdrive_p - potential)
    return current_si / (available - current_si / critical_field)


profile = solve_ivp(channel_field, (0, PMOS.length * 1e-6), [0.0],
                    rtol=1e-9, atol=1e-12)
assert profile.success
assert abs(profile.y[0, -1] - ALLOWED) < 1e-4 * ALLOWED

# Saturation: locate the maximum of the unclipped channel law numerically.
for device in (NMOS, PMOS):
    overdrive = VDD - device.threshold
    peak = minimize_scalar(lambda x: -triode_current(device, overdrive, x),
                           bounds=(0, overdrive), method="bounded",
                           options={"xatol": 1e-10})
    formula_voltage = saturation_voltage(device, overdrive)
    formula_current = (device.width * 1e-6 * COX * device.vsat * 1e-2
                       * (overdrive - formula_voltage) * 1e6)
    assert abs(peak.x - formula_voltage) < 1e-5
    assert abs(-peak.fun / formula_current - 1) < 1e-8
sat_p = saturation_voltage(PMOS, overdrive_p)
on_current = triode_current(PMOS, overdrive_p, sat_p)

# Static criterion: solve levels for many paths and driver widths.
outcomes = []
for width in (0.1, 0.4, 1.0):
    driver = PMOS._replace(width=width)
    for power in (1.0, 3.0, 5.0):
        for strength in np.logspace(0, 2.5, 12):
            path = soft_path(strength, power)
            solved_safe = VDD - node_level(0, path, driver) <= ALLOWED
            predicted = path(VDD - ALLOWED) <= current(driver, VDD, ALLOWED)
            assert solved_safe == predicted
            outcomes.append(solved_safe)
assert any(outcomes) and not all(outcomes)

# Receiver threshold: largest input at which transfer slope equals -1.


def transfer_slope(vin):
    step = 1e-4
    return (node_level(vin + step) - node_level(vin - step)) / (2 * step)


inputs = np.linspace(0.45, 1.0, 111)
slopes = np.array([transfer_slope(v) for v in inputs])
last_steep = np.where(slopes < -1)[0][-1]
input_high = brentq(lambda v: transfer_slope(v) + 1,
                    inputs[last_steep], inputs[last_steep + 1], xtol=1e-8)
assert ALLOWED < VDD - input_high
edge_output = node_level(VDD - ALLOWED)
edge_restored = node_level(edge_output)
assert VDD - edge_restored < 1e-3

# Levels with soft and ohmic paths, checked by charging the node in time.
path = soft_path()
medium_path = ohmic_path(12.0)
hard_path = ohmic_path(3.0)
levels = []
for candidate in (path, medium_path, hard_path):
    level = node_level(0, candidate)

    def charging(time, voltage):
        v = voltage[0]
        net = (current(PMOS, VDD, VDD - v) - current(NMOS, 0, v)
               - candidate(v))
        return [net / NODE_CAPACITANCE]

    history = solve_ivp(charging, (0, 1.0), [0.0], method="LSODA",
                        rtol=1e-8, atol=1e-10)
    assert history.success
    assert abs(history.y[0, -1] - level) < 1e-5
    levels.append(level)
soft_level, medium_level, hard_level = levels
soft_loss = VDD - soft_level
linear_loss = SOFT_STRENGTH / (beta(PMOS) * overdrive_p
                               + SOFT_POWER * SOFT_STRENGTH / VDD)
assert abs(linear_loss / soft_loss - 1) < 0.02  # omitted quadratic terms
assert soft_loss < ALLOWED
assert medium_path(VDD) < on_current and VDD - medium_level > ALLOWED
hard_output = node_level(hard_level)
assert hard_output > VDD / 2

# Critical path strength and growth at fixed power-law exponent.
critical_strength = drive_allowed / (1 - ALLOWED / VDD)**SOFT_POWER
growth_times = np.log(critical_strength / SOFT_STRENGTH)
grown = soft_path(SOFT_STRENGTH * np.exp(growth_times))
assert abs(VDD - node_level(0, grown) - ALLOWED) < 1e-4

# Gate-to-drain path: solve both coupled nodes in both logic states.


def coupled_shifts(candidate, gate_high):
    def nodes(flow):
        sign = 1 if gate_high else -1
        gate_node = node_level(0 if gate_high else VDD, lambda v: sign * flow)
        drain_node = node_level(gate_node, lambda v: -sign * flow)
        return gate_node, drain_node

    def mismatch(flow):
        gate_node, drain_node = nodes(flow)
        difference = gate_node - drain_node
        if not gate_high:
            difference = -difference
        return candidate(difference) - flow

    flow = brentq(mismatch, 0, candidate(VDD), xtol=1e-10)
    gate_node, drain_node = nodes(flow)
    if gate_high:
        return VDD - gate_node, drain_node
    return gate_node, VDD - drain_node


coupled_limit = min(
    current(PMOS, VDD - ALLOWED, ALLOWED) - current(NMOS, ALLOWED, VDD),
    current(NMOS, VDD - ALLOWED, ALLOWED) - current(PMOS, ALLOWED, VDD))
covered = []
for strength in (1, 3, 10, 20, 30, 40, 60, 200):
    shifts = [max(coupled_shifts(soft_path(strength), state))
              for state in (True, False)]
    covered.append(strength <= coupled_limit)
    if covered[-1]:
        assert max(shifts) <= ALLOWED
assert any(covered) and not all(covered)
assert max(shifts) > ALLOWED
coupled_worst = max(max(coupled_shifts(path, state))
                    for state in (True, False))

# Weak keeper and floating node: cases where the same path breaks the budget.
keeper = PMOS._replace(width=0.10, length=0.50)
keeper_drive = current(keeper, VDD, ALLOWED)
keeper_loss = VDD - node_level(0, path, keeper)
assert keeper_loss > ALLOWED
hold_time = (NODE_CAPACITANCE * VDD**SOFT_POWER
             * ((VDD - ALLOWED)**(1 - SOFT_POWER) - VDD**(1 - SOFT_POWER))
             / (SOFT_STRENGTH * (SOFT_POWER - 1)))
decay = solve_ivp(lambda t, v: [-path(v[0]) / NODE_CAPACITANCE],
                  (0, hold_time), [VDD], rtol=1e-9, atol=1e-11)
assert decay.success
assert abs(decay.y[0, -1] - (VDD - ALLOWED)) < 1e-7
required_hold = 0.5
assert hold_time < required_hold

# Neglected effects, at the same allowed loss.
SERIES_OHM_UM = 200.0                            # source and drain, each


def drive_with_resistance(device, temperature=ROOM):
    resistance = SERIES_OHM_UM / device.width * 1e-6

    def balance(flow):
        internal_gate = VDD - flow * resistance
        internal_drain = max(ALLOWED - 2 * flow * resistance, 0.0)
        return current(device, internal_gate, internal_drain,
                       temperature) - flow

    return brentq(balance, 0, ALLOWED / (2 * resistance))


mobility_factor = (HOT / ROOM)**-1.5
hot_pmos = PMOS._replace(mobility=PMOS.mobility * mobility_factor)
aged_pmos = PMOS._replace(threshold=PMOS.threshold + 0.05)
adverse_pmos = hot_pmos._replace(threshold=aged_pmos.threshold)
series_drive = drive_with_resistance(PMOS)
hot_drive = current(hot_pmos, VDD, ALLOWED, HOT)
aged_drive = current(aged_pmos, VDD, ALLOWED)
hot_nmos = NMOS._replace(mobility=NMOS.mobility * mobility_factor,
                         threshold=NMOS.threshold - 0.16)
cold_off = current(NMOS, 0, VDD)
hot_off = current(hot_nmos, 0, VDD, HOT)
adverse_drive = drive_with_resistance(adverse_pmos, HOT) - hot_off
adverse_path = 2 * path(VDD - ALLOWED)
assert adverse_path < adverse_drive
tunnel_density = 10.0                            # A/cm2, rough
gate_area = (NMOS.width + PMOS.width) * NMOS.length * 1e-8
tunnel_current = tunnel_density * gate_area * 1e6


def rise_integral(candidate):
    return quad(lambda v: 1 / (current(PMOS, VDD, VDD - v) - candidate(v)),
                0, 0.9 * VDD, points=[VDD - sat_p])[0]


delay_change = rise_integral(path) / rise_integral(no_path) - 1
assert 0 < delay_change < 0.1
leakage_budget = 10.0                            # mA
path_count = leakage_budget * 1000 / path(soft_level)

print(f"Supply: {VDD:.2f} V; allowed loss: {ALLOWED:.2f} V")
print(f"Electrical oxide thickness: {OXIDE_NM:.1f} nm")
print(f"Oxide capacitance: {COX*100:.3f} uF/cm2")
print(f"Channel length: {PMOS.length*1000:.0f} nm")
print(f"Widths, pull-up / pull-down: {PMOS.width:.2f} / {NMOS.width:.2f} um")
print(f"Threshold magnitude, both: {PMOS.threshold:.2f} V")
print(f"Mobility, p / n: {PMOS.mobility:.0f} / {NMOS.mobility:.0f} cm2/Vs")
print(f"Saturation velocity, p / n: {PMOS.vsat:.1e} / {NMOS.vsat:.1e} cm/s")
print(f"Subthreshold slope factor: {SLOPE_FACTOR:.1f} (no unit)")
print(f"Channel modulation: {CHANNEL_MODULATION:.1f} 1/V")
print(f"Pull-up beta: {beta(PMOS):.1f} uA/V2")
print(f"Pull-up VL: {velocity_voltage(PMOS):.3f} V")
print(f"Pull-up saturation voltage: {sat_p:.3f} V")
print(f"Pull-up saturation current: {on_current:.1f} uA")
print(f"Pull-up current at allowed loss: {drive_allowed:.2f} uA")
print(f"Soft path at full supply: {path(VDD):.2f} uA")
print(f"Soft-path exponent: {SOFT_POWER:.0f} (no unit)")
print(f"Soft path at allowed level: {path(VDD-ALLOWED):.3f} uA")
print(f"Drive/path ratio there: {drive_allowed/path(VDD-ALLOWED):.1f}")
print(f"Soft-path level loss, solved: {soft_loss*1000:.2f} mV")
print(f"Soft-path level loss, linear: {linear_loss*1000:.2f} mV")
print(f"Receiver V_IH: {input_high:.3f} V")
print(f"Noise reserve beyond budget: {VDD-ALLOWED-input_high:.3f} V")
print(f"Receiver output at allowed level: {edge_output*1e6:.1f} uV")
print(f"Next-stage loss from supply: {(VDD-edge_restored)*1e6:.2f} uV")
print(f"Critical soft strength at 1 V: {critical_strength:.1f} uA")
print(f"Growth time to budget limit: {growth_times:.2f} tau")
print(f"12 kohm path at full supply: {medium_path(VDD):.1f} uA")
print(f"12 kohm path, node level: {medium_level:.3f} V")
print(f"3 kohm path, node level: {hard_level:.3f} V")
print(f"3 kohm path, receiver output: {hard_output:.3f} V")
print(f"Gate-drain sufficient current limit: {coupled_limit:.1f} uA")
print(f"Gate-drain soft path, worst shift: {coupled_worst*1000:.2f} mV")
print(f"Keeper width / length: {keeper.width:.2f} / {keeper.length:.2f} um")
print(f"Keeper drive at allowed loss: {keeper_drive:.3f} uA")
print(f"Keeper-held node loss: {keeper_loss*1000:.1f} mV")
print(f"Floating-node capacitance: {NODE_CAPACITANCE:.1f} fF")
print(f"Floating-node time to allowed loss: {hold_time*1000:.1f} ps")
print(f"Required floating hold time: {required_hold*1000:.0f} ps")
print(f"Series resistance, each side: {SERIES_OHM_UM:.0f} ohm um")
print(f"Drive with series resistance: {series_drive:.2f} uA")
print(f"Hot temperature: {HOT:.2f} K")
print(f"Drive with hot mobility: {hot_drive:.2f} uA")
print(f"Drive after 50 mV threshold ageing: {aged_drive:.2f} uA")
print(f"Pull-down off current, 300 K: {cold_off*1000:.2f} nA")
print(f"Off current, hot, threshold -160 mV: {hot_off*1000:.1f} nA")
print(f"Combined adverse net drive: {adverse_drive:.2f} uA")
print(f"Doubled path at allowed level: {adverse_path:.2f} uA")
print(f"Intact-oxide current density: {tunnel_density:.0f} A/cm2")
print(f"Intact-oxide tunnelling current: {tunnel_current*1000:.2f} nA")
print(f"Rise-time increase to 90% supply: {delay_change*100:.2f} %")
print(f"Static power of soft path: {path(soft_level)*VDD:.2f} uW")
print(f"Chip leakage budget: {leakage_budget:.0f} mA")
print(f"Soft paths that spend the budget: {path_count:.0f}")
print("checks complete")
```

Output:

```
Supply: 1.00 V; allowed loss: 0.10 V
Electrical oxide thickness: 2.0 nm
Oxide capacitance: 1.727 uF/cm2
Channel length: 50 nm
Widths, pull-up / pull-down: 0.40 / 0.20 um
Threshold magnitude, both: 0.30 V
Mobility, p / n: 70 / 200 cm2/Vs
Saturation velocity, p / n: 8.0e+06 / 1.0e+07 cm/s
Subthreshold slope factor: 1.4 (no unit)
Channel modulation: 0.2 1/V
Pull-up beta: 966.9 uA/V2
Pull-up VL: 0.571 V
Pull-up saturation voltage: 0.490 V
Pull-up saturation current: 116.1 uA
Pull-up current at allowed loss: 53.49 uA
Soft path at full supply: 3.00 uA
Soft-path exponent: 4 (no unit)
Soft path at allowed level: 1.968 uA
Drive/path ratio there: 27.2
Soft-path level loss, solved: 4.40 mV
Soft-path level loss, linear: 4.36 mV
Receiver V_IH: 0.537 V
Noise reserve beyond budget: 0.363 V
Receiver output at allowed level: 13.6 uV
Next-stage loss from supply: 1.58 uV
Critical soft strength at 1 V: 81.5 uA
Growth time to budget limit: 3.30 tau
12 kohm path at full supply: 83.3 uA
12 kohm path, node level: 0.852 V
3 kohm path, node level: 0.359 V
3 kohm path, receiver output: 0.986 V
Gate-drain sufficient current limit: 45.2 uA
Gate-drain soft path, worst shift: 4.37 mV
Keeper width / length: 0.10 / 0.50 um
Keeper drive at allowed loss: 1.544 uA
Keeper-held node loss: 119.2 mV
Floating-node capacitance: 2.0 fF
Floating-node time to allowed loss: 82.6 ps
Required floating hold time: 500 ps
Series resistance, each side: 200 ohm um
Drive with series resistance: 36.11 uA
Hot temperature: 373.15 K
Drive with hot mobility: 40.23 uA
Drive after 50 mV threshold ageing: 49.37 uA
Pull-down off current, 300 K: 1.07 nA
Off current, hot, threshold -160 mV: 169.0 nA
Combined adverse net drive: 27.54 uA
Doubled path at allowed level: 3.94 uA
Intact-oxide current density: 10 A/cm2
Intact-oxide tunnelling current: 3.00 nA
Rise-time increase to 90% supply: 0.64 %
Static power of soft path: 2.95 uW
Chip leakage budget: 10 mA
Soft paths that spend the budget: 3393
checks complete
```
